Lie-Trotter, Strang and triple-jump splitting: leading commutator errors

**1. The propagation problem**

An electron moving in a potential has the Hamiltonian H = T + V. The kinetic energy T is diagonal in plane waves and the potential V is diagonal on a grid of positions. Either exponential alone is therefore cheap to apply, but exp(−iHt) is not, because T and V do not commute. Splitting methods replace the propagator over a short step by a product of the cheap factors. The commutators of T and V then fix the error.

Let A and B be fixed matrices, h a real step, X = A + B and C = [A,B] = AB − BA. The aim is to approximate e^{hX}. Logarithms are defined by their power series about the identity, which converges for small enough h. For unbounded operators the expansions below are to be read as asymptotic, on states smooth enough for the commutators to act on them.

**2. The Baker-Campbell-Hausdorff series to third order**

For two matrices P and Q write e^P e^Q = 1 + W₁ + W₂ + W₃ + …, sorted by degree:

W₁ = P + Q
W₂ = P²/2 + PQ + Q²/2
W₃ = P³/6 + P²Q/2 + PQ²/2 + Q³/6   (1)

From log(1+W) = W − W²/2 + W³/3 − …, the parts of degree two and three are

Z₂ = W₂ − W₁²/2
Z₃ = W₃ − (W₁W₂ + W₂W₁)/2 + W₁³/3.   (2)

In Z₂ the squares cancel, leaving PQ − (PQ + QP)/2 = [P,Q]/2. In Z₃ the coefficients of the words with two P's are

PPQ: 1/2 − (1 + 1/2)/2 + 1/3 = 1/12
PQP: 0 − (0 + 1)/2 + 1/3 = −1/6
QPP: 0 − (1/2 + 0)/2 + 1/3 = 1/12.

These form [P,[P,Q]]/12, since [P,[P,Q]] = PPQ − 2PQP + QPP. The words with two Q's have coefficients

PQQ: 1/2 − (1/2 + 1)/2 + 1/3 = 1/12
QPQ: 0 − (1 + 0)/2 + 1/3 = −1/6
QQP: 0 − (0 + 1/2)/2 + 1/3 = 1/12,

which form [Q,[Q,P]]/12. The cubes cancel: 1/6 − 1/2 + 1/3 = 0. Hence

log(e^P e^Q) = P + Q + [P,Q]/2 + ([P,[P,Q]] + [Q,[Q,P]])/12 + …   (3)

With P = hA and Q = hB this gives the Lie-Trotter error,

log(e^{hA}e^{hB}) = hX + (h²/2)C + O(h³).   (4)

**3. Strang splitting**

The symmetric step is S(h) = e^{hA/2} e^{hB} e^{hA/2}. Set h = 1 for the algebra; the degree of each term restores its power of h. Apply (3) first to P = A/2, Q = B. Here [P,Q] = C/2, [P,[P,Q]] = [A,C]/4 and [Q,[Q,P]] = −[B,C]/2, so

Z = log(e^{A/2}e^B) = Y + C/4 + [A,C]/48 − [B,C]/24 + …, with Y = A/2 + B.   (5)

Now apply (3) to e^Z e^{A/2}. Since [Y,A/2] = [B,A]/2 = −C/2, the second-degree part is C/4 − C/4 = 0. The third-degree part has four contributions:

from Z itself: [A,C]/48 − [B,C]/24
from [C/4, A/2]/2: −[A,C]/16
from [Y,[Y,A/2]]/12 = −[Y,C]/24: −[A,C]/48 − [B,C]/24
from [A/2,[A/2,Y]]/12: [A,C]/48.

The coefficient of [A,C] is (1 − 3 − 1 + 1)/48 = −1/24, and that of [B,C] is −1/12.

Reversing the step gives S(−h) = S(h)⁻¹, so log S(−h) = −log S(h), and even powers of h are absent. Therefore

log S(h) = hX + h³E₃ + h⁵E₅ + O(h⁷)
E₃ = −[A,C]/24 − [B,C]/12.   (6)

E₅ denotes the fifth-degree part of the series. Its explicit form is not needed below.

**4. The triple jump**

Consider S₄(h) = S(γ₁h) S(γ₀h) S(γ₁h). The leading logarithms of the three factors are all multiples of X and commute with one another. A commutator between factors must therefore involve at least one h³ term and begins at h⁴. Through h³ the logarithms simply add:

log S₄ = (2γ₁ + γ₀)hX + (2γ₁³ + γ₀³)h³E₃ + O(h⁴).   (7)

The product is symmetric, so the h⁴ term vanishes as well. Fourth order requires, when E₃ ≠ 0,

2γ₁ + γ₀ = 1,  2γ₁³ + γ₀³ = 0.   (8)

The second condition has one real cube root, γ₀ = −2^{1/3}γ₁. The first then gives

γ₁ = 1/(2 − 2^{1/3}) = 1.351207
γ₀ = −2^{1/3}/(2 − 2^{1/3}) = −1.702414.   (9)

The evolution goes forward to 1.3512h, back to −0.3512h, and forward again to h. The same argument applies to any product of real Strang steps γⱼh: the h³ coefficient is Σγⱼ³, which cannot vanish if all nonzero γⱼ are positive. A backward step is thus unavoidable within this family.

For the remaining error, set P = 2 log S(γ₁h) and Q = log S(γ₀h), so that S₄ = e^{P/2}e^Q e^{P/2}. Formula (6), with P and Q in place of A and B, gives

log S₄ = P + Q − [P,[P,Q]]/24 − [Q,[P,Q]]/12 + …   (10)

The omitted terms have degree five or more in P and Q. At h⁵ they contain leading parts alone, which commute; for commuting matrices the logarithm is just P + Q, so these terms vanish. Next,

[P,Q] = 2(γ₁γ₀³ − γ₁³γ₀)h⁴[X,E₃] + O(h⁶)
= 2γ₀γ₁(γ₀² − γ₁²)h⁴[X,E₃] + O(h⁶).   (11)

The outer commutators in (10) supply −(2γ₁/24 + γ₀/12)hX = −(γ₁ + γ₀)hX/12. Together with the h⁵ part of P + Q,

log S₄ = hX + h⁵(σ₅E₅ + κ[X,[X,E₃]]) + O(h⁷)
σ₅ = 2γ₁⁵ + γ₀⁵ = −5.291
κ = −γ₀γ₁(γ₀ + γ₁)(γ₀² − γ₁²)/6 = −0.1444.   (12)

**5. Effective Hamiltonians and accumulated error**

In atomic units, with ħ = 1 and unit electron mass, put A = −iT, B = −iV and K = [T,V]. Then C = −K and [A,C] = i[T,K], [B,C] = i[V,K]. Writing each step as exp(−ihH_eff), with H_eff = H + h^pD + …, equations (4), (6) and (12) give

Lie-Trotter, p = 1: D = −(i/2)K
Strang, p = 2: D = [T,K]/24 + [V,K]/12
Triple jump, p = 4: D = i(σ₅E₅ + κ[X,[X,E₃]]).   (13)

To find the error after a fixed time t, differentiate e^{−iH(t−s)}e^{−iH_eff s} with respect to s. The result is −i e^{−iH(t−s)}(H_eff − H)e^{−iH_eff s}. Integrating from 0 to t and replacing H_eff by H in the last exponential gives, at leading order,

δU = −ih^p ∫₀ᵗ e^{−iH(t−s)} D e^{−iHs} ds.   (14)

One power of h is lost from the error per step because t/h steps are taken.

For Lie-Trotter, K = [T,V] = [T,H], and the integrand is a total derivative:

d/ds(e^{iHs}Te^{−iHs}) = −i e^{iHs}[T,H]e^{−iHs}.

The integral of e^{iHs}[T,H]e^{−iHs} is therefore i(e^{iHt}Te^{−iHt} − T). Multiplying by −ih(−i/2)e^{−iHt} = −(h/2)e^{−iHt} gives

δU = −(ih/2)[T, e^{−iHt}].   (15)

The first-order error comes from the two endpoints and does not accumulate in proportion to t. Higher orders can accumulate.

**6. Shifts of energy levels**

For a nondegenerate eigenstate of H, the leading shift is h^p⟨D⟩. Because ⟨[H,K]⟩ = 0 in such a state, ⟨[T,K]⟩ = −⟨[V,K]⟩. In one dimension T = −½d²/dx², so

Kf = −½V″f − V′f′
[V,K]f = −VV′f′ + V′(Vf)′ = (V′)²f.   (16)

The Strang shift is then

ΔE = h²(−1/24 + 1/12)⟨(V′)²⟩ = h²⟨(V′)²⟩/24.   (17)

Lie-Trotter has the same step eigenvalues, since e^{−ihT}e^{−ihV} = e^{−ihT/2} S(h) e^{ihT/2} is a similarity transformation. Its lower order shows in the states and not in the levels. For the triple jump the κ term has zero expectation value, because X = −iH, and

ΔE = h⁴σ₅⟨iE₅⟩.   (18)

**7. An electron in a periodic potential**

Take V = −V₀ cos x with V₀ = 1 hartree, x in bohr and period 2π bohr, at zero crystal momentum on 17 grid points. These are model parameters. The normalized initial state is proportional to 1 + cos(x − 1), and the final time is 10 atomic time units. The norms of the state error, relative to a state of norm one, are

h = 0.1: Lie-Trotter 2.49×10⁻², Strang 1.99×10⁻³, triple jump 1.84×10⁻⁵
h = 0.05: Lie-Trotter 1.22×10⁻², Strang 4.96×10⁻⁴, triple jump 1.15×10⁻⁶
h = 0.025: Lie-Trotter 6.07×10⁻³, Strang 1.24×10⁻⁴, triple jump 7.20×10⁻⁸.

Halving the step divides the errors by about 2, 4 and 16. At h = 0.05, (14) predicts norms of 1.205×10⁻², 4.962×10⁻⁴ and 1.153×10⁻⁶. The numerical check also compares the error vectors themselves: their relative misfit from (14) falls in proportion to h for Lie-Trotter and to h² for the two symmetric methods.

One triple jump costs about three Strang steps. A fair comparison therefore gives Strang the step h/3. At h = 0.1 its error is 2.21×10⁻⁴, 12 times that of the triple jump; at h = 0.05 it is 5.51×10⁻⁵, 48 times as large. The advantage scales as h⁻², so it shrinks as the step grows.

For the ground level, ⟨(V′)²⟩ = 0.3392 hartree²/bohr². At h = 0.05, (17) gives

ΔE = 0.0025 × 0.3392/24 = 3.533×10⁻⁵ hartree,

against a computed 3.534×10⁻⁵ hartree, or 0.962 meV. With ⟨iE₅⟩ = 2.78346×10⁻³ atomic units and σ₅ = −5.29145, (18) gives

ΔE = 6.25×10⁻⁶ × (−5.29145) × 2.78346×10⁻³ = −9.205×10⁻⁸ hartree,

against a computed −9.202×10⁻⁸ hartree.

The bound ‖e^{hA}e^{hB} − 1‖ ≤ e^{h(‖A‖+‖B‖)} − 1 guarantees convergence of the logarithm if h(‖T‖ + ‖V‖) < ln 2. With ‖T‖ = 32 hartree and ‖V‖ = 1 hartree, even h = 0.025 violates this sufficient condition. The leading terms nevertheless describe the errors well in this example, as the comparisons above show.

**8. Where the backward step can fail**

In real time each factor is unitary for either sign of its step, so a backward step amplifies nothing. Imaginary-time propagation, which applies an approximation to e^{−τH} repeatedly to damp the excited states and leave the ground state, is different. Merging adjacent kinetic factors in S₄ leaves two inner ones with coefficient (γ₀ + γ₁)/2 = −0.1756. Each multiplies a plane wave of wavenumber k by

exp(+0.1756 τk²/2),   (19)

which grows without bound as the grid is refined. For τ = 0.05 hartree⁻¹, the norm of one such factor is 1.32 on 17 points, where the largest k²/2 is 32 hartree. On 65 points the largest k²/2 is 512 hartree and the norm is 89.6. These norms belong to a single factor, which has no bounded continuum limit. The whole step has a norm of only about 1.03 on both grids, because the outer kinetic factors damp the high wavenumbers and this smooth potential hardly couples them to the low ones. The growing factor is thus a risk for rougher potentials or much finer grids, not a visible failure in this example.

Complex coefficients offer a way out. Equations (8) also have the solutions γ₁ = 0.3244 ± 0.1346i, for which γ₀ = 1 − 2γ₁ = 0.3512 ∓ 0.2692i. All real parts are positive, so every kinetic factor is damped, at the price of complex arithmetic.

Computed results

```
gamma_1 (outer steps) = 1.351207
gamma_0 (middle step) = -1.702414
inner kinetic coefficient = -0.175604
complex root for gamma_1 = 0.3244 +- 0.1346 i
sigma5 = -5.29145
kappa = -0.14440
V0 = 1.0 hartree, period = 6.2832 bohr
grid points = 17, largest T = 32.0 hartree
final time = 10.0 atomic time units
ground energy = -0.535065 hartree
State error norms (dimensionless), h in atomic time units:
Lie-Trotter, h=0.1: error 2.490e-02, leading 2.410e-02
Lie-Trotter, h=0.05: error 1.224e-02, leading 1.205e-02
Lie-Trotter, h=0.025: error 6.071e-03, leading 6.025e-03
Strang, h=0.1: error 1.986e-03, leading 1.985e-03
Strang, h=0.05: error 4.963e-04, leading 4.962e-04
Strang, h=0.025: error 1.240e-04, leading 1.240e-04
Triple jump, h=0.1: error 1.840e-05, leading 1.844e-05
Triple jump, h=0.05: error 1.152e-06, leading 1.153e-06
Triple jump, h=0.025: error 7.204e-08, leading 7.205e-08
Relative misfit of error vector and leading term:
Lie-Trotter: h=0.05 4.31e-02, h=0.025 2.17e-02
Strang: h=0.05 3.76e-04, h=0.025 9.41e-05
Triple jump: h=0.05 5.96e-04, h=0.025 1.49e-04
observed order, Lie-Trotter = 1.012
observed order, Strang = 2.000
observed order, Triple jump = 3.999
Equal cost, Strang with step h/3:
h=0.1: Strang(h/3) error 2.205e-04
h=0.05: Strang(h/3) error 5.513e-05
Ground-level shifts at h = 0.05 a.t.u. = 1.2094 as:
<(V')^2> = 0.339209 hartree^2/bohr^2
<i E5> = 2.783455e-03 atomic units
Strang shift, formula = 3.5334e-05 hartree
Strang shift, computed = 3.5341e-05 hartree
Triple jump shift, formula = -9.2053e-08 hartree
Triple jump shift, computed = -9.2020e-08 hartree
Strang shift, computed = 0.9617 meV
Imaginary time, tau = 0.05 / hartree, inner kinetic factor:
norm with 17 grid points = 1.324
norm with 65 grid points = 89.609
```
